# Seitz magnetoresistance coefficients and valley orientation in cubic semiconductors, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Definitions and conventions

Units are SI, because mobilities in m²/(V s) and magnetoresistance coefficients in T⁻² are the natural scales here. The axes $x_1,x_2,x_3$ are the cube axes. The carriers have charge $q=se$, with $e>0$, $s=-1$ for electrons and $s=+1$ for holes, and density $n$. The current is linear in the electric field, $\mathbf j=\sigma(\mathbf B)\mathbf E$, and the resistivity is the inverse matrix, $\rho=\sigma^{-1}$. In a long bar the direction $\hat{\mathbf j}$ of the current is fixed by the sample, and the measured resistivity is $\hat{\mathbf j}\cdot\rho\,\hat{\mathbf j}$. Its change in a weak field is written in the Seitz form

$$\frac{\Delta\rho}{\rho_0B^2}=b+c\,(\hat{\mathbf j}\cdot\hat{\mathbf B})^2+d\sum_i \hat j_i^2\hat B_i^2 . \tag{1}$$

The statement to be derived is that spheroidal valleys along $\langle111\rangle$ give $b+c=0$ with $d>0$, and valleys with cube-aligned axes, such as those along $\langle100\rangle$, give $b+c+d=0$. Sections 7 and 8 determine how much of the converse holds, that is, how far the measured coefficients locate the band minima.

The crystal class is $O$, $T_d$ or $O_h$ (Laue class $m\bar3m$). Inversion reverses $\mathbf j$ and $\mathbf E$ and leaves the axial vector $\mathbf B$ alone, so it acts trivially on $\sigma(\mathbf B)$. An improper operation $R$ therefore imposes the same condition as the proper rotation $-R$, and in all three classes $\sigma(\mathbf B)$ is invariant under the 24 rotations of the cube. These rotations and their negatives are the 48 signed permutation matrices.

Expand $\sigma_{ij}=\sigma^{(0)}_{ij}+S_{ijk}B_k+S_{ijkl}B_kB_l+\dots$, with $S_{ijkl}$ taken symmetric in $kl$. The Onsager relation $\sigma_{ij}(\mathbf B)=\sigma_{ji}(-\mathbf B)$ makes $S_{ijk}$ antisymmetric and $S_{ijkl}$ symmetric in $ij$.

For a tensor of even rank all 48 matrices can be used. Reversal of one axis changes the sign of any component in which that axis occurs an odd number of times, so such components vanish. At rank two only the diagonal survives, and the permutations make it $\sigma_0\delta_{ij}$. At rank four the survivors are of the types $S_{1111}$, $S_{1122}$ and $S_{1212}=S_{1221}$, and the permutations make all members of a type equal, which leaves three numbers. At rank three only proper rotations are used: the twofold rotations, which reverse two axes, kill every component unless all three indices differ, and the cyclic permutations with antisymmetry in $ij$ leave a multiple of $\epsilon_{ijk}$. Hence

$$\mathbf j=\sigma_0\mathbf E+\alpha\,\mathbf E\times\mathbf B+\beta B^2\mathbf E+\gamma\,\mathbf B(\mathbf B\cdot\mathbf E)+\delta\sum_iB_i^2E_i\,\mathbf e_i . \tag{2}$$

The second-order part of the first component of (2) is $(\beta+\gamma+\delta)B_1^2E_1+\beta(B_2^2+B_3^2)E_1+\gamma B_1(B_2E_2+B_3E_3)$. In tensor form the same quantity is $S_{1111}B_1^2E_1+S_{1122}(B_2^2+B_3^2)E_1+2S_{1212}B_1(B_2E_2+B_3E_3)$, the factor 2 coming from the two orders $B_1B_2$ and $B_2B_1$. Comparison gives

$$\beta=S_{1122},\qquad \gamma=2S_{1212},\qquad \beta+\gamma+\delta=S_{1111}. \tag{3}$$

In the cubic classes $T$ and $T_h$ only cyclic permutations are available, $S_{1122}$ and $S_{1133}$ are independent, and there are four second-order coefficients. Equation (1) is then incomplete, and those classes are excluded.

## 2. From conductivity to resistivity

Write $\sigma=\sigma_0(1+X_1+X_2)$ with $X_1$ of first and $X_2$ of second order in $B$. The geometric series gives $\rho=\rho_0(1-X_1-X_2+X_1^2+\dots)$ with $\rho_0=1/\sigma_0$. Define the Hall mobility $\mu_H=\alpha/\sigma_0$, which carries the sign of the charge, so that $X_1\mathbf a=\mu_H\,\mathbf a\times\mathbf B$. The three diagonal elements are

$$\hat{\mathbf j}\cdot X_1\hat{\mathbf j}=\mu_H\,\hat{\mathbf j}\cdot(\hat{\mathbf j}\times\mathbf B)=0,$$

$$\hat{\mathbf j}\cdot X_1^2\hat{\mathbf j}=\mu_H^2\,\hat{\mathbf j}\cdot[(\hat{\mathbf j}\times\mathbf B)\times\mathbf B]=\mu_H^2\,[(\hat{\mathbf j}\cdot\mathbf B)^2-B^2],$$

$$\hat{\mathbf j}\cdot X_2\hat{\mathbf j}=\frac{1}{\sigma_0}\Big[\beta B^2+\gamma(\hat{\mathbf j}\cdot\mathbf B)^2+\delta\sum_i\hat j_i^2B_i^2\Big],$$

where the second line uses $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$. Collecting $-X_2+X_1^2$ and comparing with (1),

$$b=-\frac{\beta}{\sigma_0}-\mu_H^2,\qquad c=-\frac{\gamma}{\sigma_0}+\mu_H^2,\qquad d=-\frac{\delta}{\sigma_0}. \tag{4}$$

The Hall term cancels in the two combinations of interest:

$$b+c=-\frac{\beta+\gamma}{\sigma_0},\qquad b+c+d=-\frac{S_{1111}}{\sigma_0}. \tag{5}$$

The cancellation has a plain reason. For $\hat{\mathbf B}=\hat{\mathbf j}$ equation (1) becomes the longitudinal coefficient

$$M_\parallel(\hat{\mathbf j})=b+c+d\sum_i\hat j_i^4, \tag{6}$$

and a current parallel to $\mathbf B$ needs no first-order Hall field. The sum $\sum\hat j_i^4$ equals $1$, $\tfrac12$, $\tfrac13$ along $[100]$, $[110]$, $[111]$. Thus $b+c+d$ is the longitudinal coefficient along $[100]$, and $b+c$ is the part of the longitudinal coefficient that does not depend on direction.

## 3. First case: one spherical valley

Let $\mathbf p$ be the crystal momentum measured from the band minimum, $\varepsilon(\mathbf p)$ the energy, $\mathbf v=\nabla_{\mathbf p}\varepsilon$ the velocity. The motion is semiclassical, $\dot{\mathbf p}=q(\mathbf E+\mathbf v\times\mathbf B)$, which neglects Landau quantization. With $f=f_0(\varepsilon)+g$ and $f_0'=df_0/d\varepsilon$, the steady Boltzmann equation is $\dot{\mathbf p}\cdot\nabla f=C[g]$. The magnetic force does nothing to a function of energy, because $(\mathbf v\times\mathbf B)\cdot\nabla F(\varepsilon)=F'\,(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. Dropping the term $\mathbf E\cdot\nabla g$, which is quadratic in $E$,

$$-(-f_0')\,q\,\mathbf E\cdot\mathbf v+q\,(\mathbf v\times\mathbf B)\cdot\nabla g=C[g]. \tag{7}$$

Take $\varepsilon=p^2/2m$ and $C[g]=-g/\tau(\varepsilon)$, and try $g=(-f_0')\,\mathbf p\cdot\mathbf w(\varepsilon)$, where $\mathbf w$ has the dimension of a velocity. The gradient of $g$ is $(-f_0')\mathbf w$ plus a term along $\mathbf v$ from the energy dependence, which the magnetic force ignores. With $(\mathbf v\times\mathbf B)\cdot\mathbf w=\mathbf v\cdot(\mathbf B\times\mathbf w)=-\mathbf v\cdot(\mathbf w\times\mathbf B)$, equation (7) divided by $-(-f_0')$ reads $q\,\mathbf v\cdot(\mathbf E+\mathbf w\times\mathbf B)=\mathbf p\cdot\mathbf w/\tau$. Since $\mathbf v=\mathbf p/m$ and the equation holds for every direction of $\mathbf p$,

$$\mathbf w=s\mu\,(\mathbf E+\mathbf w\times\mathbf B),\qquad \mu=e\tau/m .$$

The current is $\mathbf j=q\,G\int\mathbf v\,g\,d^3p$, with $G$ the number of states per unit volume of real and momentum space, spin included. Sorting the integral by energy,

$$j_i=qG\int d\varepsilon\,(-f_0')\,w_j(\varepsilon)\int d^3p\;\delta(\varepsilon-\varepsilon_{\mathbf p})\,v_i\,p_j .$$

The inner integral has a simple value for any closed energy surface. Let $N(\varepsilon)=\int\theta(\varepsilon-\varepsilon_{\mathbf p})\,d^3p$ be the enclosed volume. The function $p_j\,\theta(\varepsilon-\varepsilon_{\mathbf p})$ vanishes outside the surface, so the integral of its gradient is zero:

$$0=\int\partial_i\,[p_j\,\theta(\varepsilon-\varepsilon_{\mathbf p})]\,d^3p=\delta_{ij}N(\varepsilon)-\int p_j\,v_i\,\delta(\varepsilon-\varepsilon_{\mathbf p})\,d^3p . \tag{8}$$

The density is $n=G\int f_0\,dN=G\int(-f_0')N\,d\varepsilon$, by parts, with $N=0$ at the minimum. Therefore

$$\mathbf j=nq\,\langle\mathbf w\rangle,\qquad \langle F\rangle=\frac{\int(-f_0')N\,F\,d\varepsilon}{\int(-f_0')N\,d\varepsilon}. \tag{9}$$

For a parabolic band $N\propto\varepsilon^{3/2}$, and for Maxwell statistics $-f_0'\propto e^{-x}$ with $x=\varepsilon/k_BT$, so the weight is $x^{3/2}e^{-x}/\Gamma(5/2)$. For a degenerate gas at zero temperature the weight is a delta function at the Fermi energy.

Iterating the equation for $\mathbf w$ twice and using $qs=e$, $s^2=1$,

$$\frac{\mathbf j}{ne}=\langle\mu\rangle\mathbf E+s\langle\mu^2\rangle\,\mathbf E\times\mathbf B+\langle\mu^3\rangle\,[\mathbf B(\mathbf B\cdot\mathbf E)-B^2\mathbf E]+\dots$$

From here on $\sigma_0,\alpha,\beta,\gamma,\delta$ and $S$ are understood as divided by $ne$; the ratios in (4) do not change, and $\sigma_0$ becomes the drift mobility. The sphere has $\beta=-\langle\mu^3\rangle$, $\gamma=+\langle\mu^3\rangle$, $\delta=0$, so

$$b=-c=\frac{\langle\mu^3\rangle\langle\mu\rangle-\langle\mu^2\rangle^2}{\langle\mu\rangle^2},\qquad d=0 .$$

The Cauchy–Schwarz inequality applied to $\mu^{3/2}$ and $\mu^{1/2}$ gives $b\ge0$. A sphere has $b+c=0$ and $b+c+d=0$ together, and no longitudinal magnetoresistance in any direction, since a drift along $\mathbf B$ feels no force.

In the limit of a single value of $\mu$ the numerator vanishes and $b=0$: the Hall field balances the Lorentz force on every carrier at once.

## 4. Second case: one ellipsoidal valley

Let the energy surfaces be similar concentric ellipsoids,

$$u(\varepsilon)=\tfrac12\,\mathbf p\cdot m^{-1}\mathbf p ,$$

with $m$ a symmetric positive mass tensor and $u$ an increasing function. The parabolic band has $u=\varepsilon$, and the Kane form has $u=\varepsilon(1+a\varepsilon)$. Taking the gradient, $u'(\varepsilon)\,\mathbf v=m^{-1}\mathbf p$. On each shell the velocity is a linear function of $\mathbf p$, and this is the property everything rests on: the operator $(\mathbf v\times\mathbf B)\cdot\nabla$ turns a linear function of $\mathbf p$ into another linear function.

The collision term must respect the same three-dimensional space. The assumption is

$$C[(-f_0')\,\mathbf p\cdot\mathbf w]=-(-f_0')\,\mathbf p\cdot\tau^{-1}(\varepsilon)\,\mathbf w,$$

with $\tau(\varepsilon)$ a positive tensor diagonal in the principal axes of $m$. It is exact, with scalar $\tau$, when the transition rates depend only on the initial and final energies and on the valley labels: $g$ is odd about each valley centre, the scattering-in integral over any shell vanishes, and only the loss term is left. This case includes intervalley transitions. It is also exact for elastic scattering whose rate depends only on the scattering angle in the variables $m^{-1/2}\mathbf p$ that make the shell a sphere, since a rotation-invariant operator maps a vector function to a multiple of itself. For other anisotropic scattering the tensor $\tau$ is the Herring–Vogt approximation, which discards the part of $C[g]$ outside the linear functions.

The steps of Section 3 go through unchanged up to $q\,\mathbf v\cdot(\mathbf E+\mathbf w\times\mathbf B)=\mathbf p\cdot\tau^{-1}\mathbf w$. Inserting $\mathbf v=m^{-1}\mathbf p/u'$ and using the symmetry of $m^{-1}$, the left side is $\mathbf p\cdot q\,m^{-1}(\mathbf E+\mathbf w\times\mathbf B)/u'$, and

$$\mathbf w=s\mu\,(\mathbf E+\mathbf w\times\mathbf B),\qquad \mu(\varepsilon)=\frac{e\,\tau\,m^{-1}}{u'} . \tag{10}$$

The tensor $\mu$ is symmetric and positive because $\tau$ and $m^{-1}$ share their axes. Equations (8) and (9) did not use the shape of the surface and still hold. Define the antisymmetric matrix $\Omega$ by $\Omega\mathbf a=\mathbf a\times\mathbf B$. Then $(1-s\mu\Omega)\mathbf w=s\mu\mathbf E$, and the conductivity of the valley per $ne$ is

$$\sigma_v=\big\langle(1-s\mu\Omega)^{-1}\mu\big\rangle=\langle\mu\rangle+s\langle\mu\Omega\mu\rangle+\langle\mu\Omega\mu\Omega\mu\rangle+\dots \tag{11}$$

The products simplify through one identity. Let $\nu=\mu^{-1}$ and $D=\det\mu$. The triple product is a determinant, so $(\mu\mathbf a\times\mu\mathbf b)\cdot\mu\mathbf c=D\,(\mathbf a\times\mathbf b)\cdot\mathbf c$ for all $\mathbf c$. Moving the symmetric $\mu$ from $\mathbf c$ to the other factor gives $\mu(\mu\mathbf a\times\mu\mathbf b)=D\,\mathbf a\times\mathbf b$. Writing $\mathbf B=\mu(\nu\mathbf B)$,

$$\mu\Omega\mu\,\mathbf E=\mu\,[\mu\mathbf E\times\mu(\nu\mathbf B)]=D\;\mathbf E\times\nu\mathbf B . \tag{12}$$

One more factor $\mu\Omega$, with the double cross product expanded as in Section 2, gives

$$\mu\Omega\mu\Omega\mu\,\mathbf E=D\,\mu\,[(\mathbf E\times\nu\mathbf B)\times\mathbf B]=D\,\mu\,[\nu\mathbf B\,(\mathbf E\cdot\mathbf B)-\mathbf E\,(\mathbf B\cdot\nu\mathbf B)]=D\,[\mathbf B(\mathbf B\cdot\mathbf E)-\mu\mathbf E\,(\mathbf B\cdot\nu\mathbf B)]. \tag{13}$$

In components, symmetrized in $kl$, one shell of one valley contributes

$$S^v_{ijkl}=D\,\big[\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\mu_{ij}\nu_{kl}\big]. \tag{14}$$

The series (11) can be summed. Put $X=s\mu\Omega$ and $\kappa=D\,\mathbf B\cdot\nu\mathbf B\ge 0$. Applying $X$ to (13) kills the first term, because $\Omega\mathbf B=0$, and leaves $X^3\mu=-\kappa X\mu$. All higher powers reduce to $X$ and $X^2$ times powers of $-\kappa$, so

$$(1-X)^{-1}\mu=\mu+\frac{X\mu+X^2\mu}{1+\kappa}, \tag{15}$$

as multiplication by $1-X$ confirms: $(1-X)(X+X^2)=X-X^3=(1+\kappa)X$. The weak-field regime is $\kappa\ll1$ on the shells that carry the weight, and the coefficients $b,c,d$ exist if $\langle\tau^3\rangle$ is finite.

Three limits support (13). For $\mu$ a multiple of the unit matrix, $D=\mu^3$ and $\mu\nu=1$, and Section 3 is recovered. For $\mathbf E$ and $\mathbf B$ both along a principal axis, $\mathbf w=s\mu\mathbf E$ is parallel to $\mathbf B$ and solves (10) at any field; accordingly (13) gives $D[B^2-\mu_1\nu_1B^2]\mathbf E=0$. For a single shell of a single valley the inverse of (11) is $\mu^{-1}(1-s\mu\Omega)=\nu-s\Omega$, whose symmetric part does not depend on $\mathbf B$. One ellipsoid with one $\mu$ has no magnetoresistance. In this model the effect comes from groups of carriers that conduct in parallel with different $\mu$, different either in energy or in orientation.

The Seitz coefficients are now expressed through the conductivity, and the conductivity of a single ellipsoidal valley is known, to second order in the field and in summed form. It remains to average over the equivalent valleys of a cubic crystal and to see what $b+c$ and $b+c+d$ say about their orientation.
